Shooting for a converter's periodic orbit: event derivatives and nonlinear drain capacitance

A boost converter runs from 350 V at 100 kHz and delivers about 793 V to a 180 Ω load. Its one-period map, differentiated with the switching instants held fixed, has multipliers of modulus at most 0.989, so the orbit appears stable. Yet when the clocked current starts 1 mA away from that orbit, it is found up to 4.14 A away during the last ten of 60 periods. The correct derivative has a multiplier of −1.291. The missing part is the motion of the switching instants, and the same part is needed to find the orbit by Newton's method.

**The circuit and its map**

The source V_in feeds an inductor L with winding resistance r. The inductor ends at the drain node, from which a transistor leads to ground and a diode to the output capacitor C_o and load R. A clock turns the transistor on every T = 10 µs. It turns off when the inductor current i, rising through a reference, satisfies

i + m_c t = I_ref,

where t is counted from the clock and m_c is the slope compensation, zero at first. Units are µs, A, V, µC, µF, µH and µJ, which are mutually consistent.

Let u be the output voltage. Just after turn-on the drain charge is zero, so z = (i, u) fixes the future. One period defines a map P, and periodic operation means P(z) = z.

Stepping through periods until they repeat can be slow, and it fails for an unstable orbit. Newton's method replaces P by its linear part, P(z+δz) ≈ P(z) + Mδz, and asks that this equal z+δz:

(M − 1) δz = −[P(z) − z].

Everything depends on M, the derivative of P.

**Why fixed instants give the wrong answer**

Take u constant, no resistance and no node capacitance. The current rises at m₁ = V_in/L until t_on and then falls at m₂:

i(T) = i₀ + m₁t_on − m₂(T − t_on).

With t_on fixed, ∂i(T)/∂i₀ = 1. But t_on = (I_ref − i₀)/m₁, and inserting it gives

i(T) = I_ref − m₂T + m₂(I_ref − i₀)/m₁,
∂i(T)/∂i₀ = −m₂/m₁.

Both sign and size change. Here m₁ = 350/500 = 0.700 A/µs and m₂ = (798.9 − 350)/500 = 0.898 A/µs, so the ratio is −1.28.

The fixed-instant derivative cannot detect this instability. Neglect the small node capacitance and consider the perturbation energy W = Lδi²/2 + C_oδu²/2. With the transistor on, Lδi' = −(r+R_on)δi and C_oδu' = −δu/R, so

W' = −(r+R_on)δi² − δu²/R.

With the diode on, Lδi' = −δu − rδi and C_oδu' = δi − δu/R. The terms ±δiδu cancel, leaving W' = −rδi² − δu²/R. Thus W never grows and no multiplier can exceed 1 in modulus. The energy that feeds the instability enters through the changed switching times.

**Drain charge as a state**

The transistor's output capacitance falls with drain voltage v. The model is

C(v) = C_i + C_j/√(1 + v/V_b),

with C_i = 40 pF, C_j = 1000 pF and V_b = 2.5 V. It gives 1040 pF at zero and 95.8 pF at 800 V. With v as the state, v' = i/C(v) changes rapidly near zero, where C halves within the first 9 V. The charge obeys q' = i while both devices block, and it conserves charge by construction. With w = √(1 + v/V_b), integration of C gives

q = C_i v + 2C_jV_b(w − 1).

Since v = V_b(w² − 1), division by V_b yields a quadratic,

C_i w² + 2C_j w − (C_i + 2C_j + q/V_b) = 0.

Its positive root is

w = {−C_j + √[(C_i + C_j)² + C_i q/V_b]}/C_i,

because C_j² + C_i(C_i + 2C_j) = (C_i + C_j)². So v(q) is explicit, with dv/dq = 1/C.

The stored energy is E = ∫C s ds. Setting s = V_b(w² − 1), ds = 2V_b w dw, the C_j part becomes 2C_jV_b²∫(w² − 1)dw from 1 to w:

E = C_i v²/2 + 2C_jV_b²(w³/3 − w + 2/3).

At 800 V, q = 116.6 nC and E = 36.55 µJ. The expression Cv²/2 with the local 95.8 pF would give 30.7 µJ, and qv/2 would give 46.6 µJ. Neither replaces the integral.

**Three modes**

The state is x = (i, q, u). With the transistor on, its resistance R_on is in series with the inductor and the node charge is set to zero:

i' = [V_in − (r+R_on)i]/L, q' = 0, u' = −u/(RC_o).

With both devices blocking, the node floats:

i' = [V_in − v(q) − ri]/L, q' = i, u' = −u/(RC_o).

The diode has a constant drop V_f = 1.5 V and no capacitance of its own. While it conducts, v = u + V_f, hence v' = u' and q' = Cu'. Its current is i_D = i − q', and C_o u' = i_D − u/R. Collecting u',

u' = g = (i − u/R)/(C_o + C), q' = Cg, i' = (V_in − u − V_f − ri)/L.

Within a mode, a small change obeys δx' = Aδx, where A is the matrix of partial derivatives of these right-hand sides. For the transistor on, A is diagonal with entries −(r+R_on)/L, 0 and −1/(RC_o). For the floating node its rows are

(−r/L, −1/(LC), 0), (1, 0, 0), (0, 0, −1/(RC_o)).

For the diode mode, write C_v = dC/dv = −C_j/(2V_b w³). Differentiating g gives

g_i = 1/(C_o+C),
g_u = −1/[R(C_o+C)] − gC_v/(C_o+C),

and the rows are

(−r/L, 0, −1/L), (Cg_i, 0, Cg_u + C_v g), (g_i, 0, g_u).

Integrating Φ' = AΦ from Φ = 1 along with the state gives the tangent flow of each mode: nine extra equations beside three.

**The derivative of an event**

Let a mode end when h(x,t) = 0, with n = ∇h and h_t = ∂h/∂t. Let f₋ and f₊ be the vector fields before and after, with the state itself continuous. A neighbouring path, displaced by δx at the nominal instant, reaches the surface later by δt. To first order

n·(δx + f₋δt) + h_tδt = 0,
δt = −n·δx/(n·f₋ + h_t).

At its own event the neighbour sits at δx + f₋δt from the nominal event state. To compare both paths at equal times, subtract the distance f₊δt that the nominal path has meanwhile travelled in the new mode:

δx₊ = δx + (f₋ − f₊)δt = Sδx,
S = 1 + (f₊ − f₋)nᵀ/(n·f₋ + h_t).

The denominator must not vanish: the path has to cross the surface, not touch it.

At transistor turn-off, h = i + m_c t − I_ref and n = (1, 0, 0). The field jumps by (R_on i/L, i, 0). With 12 A and a slope of 0.697 A/µs, 1 mA of extra current advances turn-off by 1.43 ns, during which the node would receive 17 nC. That is the q entry of S at work.

At diode turn-on, h = v(q) − u − V_f and n = (0, 1/C, −1). Afterwards v' = u', so n·f₊ = 0, and h_t = 0. Therefore

nᵀS = nᵀ + (0 − n·f₋)nᵀ/(n·f₋) = 0.

S thus projects every perturbation onto δv = δu, as the new constraint demands, and no separate projection is needed.

At diode turn-off, h = i − Cg = i_D. On this surface q' = i, and C_o u' = −u/R because i_D = 0. These are the floating-node equations, and v is the same on both sides. Hence f₊ = f₋ and S = 1: although the instant moves, its motion has no first-order effect.

Turn-on by the clock has a fixed time. It resets q to zero and multiplies δx by diag(1, 0, 1). The product of all flows and event matrices in time order, restricted to (i, u), is M.

As a test, M was compared with central differences of the whole map, using steps of 1 mA and 10 mV. Over the heavy load with and without compensation and the light load below, the largest difference in any entry was 2.5×10⁻⁶ in A and V units.

**The algorithm at heavy load**

Each Newton step integrates one period, locates each event as a root of its h, multiplies the matrices and solves a two-by-two system. With L = 500 µH, C_o = 3 µF, r = 0.05 Ω, R_on = 0.08 Ω and I_ref = 12 A, the start (8 A, 700 V) gives as larger component of P(z) − z, in A or V,

2.0, 4.0×10⁻², 3.4×10⁻⁵, 2.0×10⁻¹¹.

Each miss after the first is roughly 0.01 to 0.02 times the square of the one before, which is quadratic convergence. It is expected near a solution if the event order stays the same, all crossings are transversal and M − 1 is invertible, since P is then smooth there. From a distant start none of this is assured, and a shortened step may be needed.

The orbit has i = 8.091 A and u = 797.38 V at the clock. Turn-off comes at 5.605 µs, when u has decayed to about 789 V. The node must then be charged to about 791 V, which takes 115.7 nC/12 A = 9.64 ns, as computed. The derivative is

M = [−1.3058, −0.00862 A/V; 3.812 V/A, 0.9753].

Its trace is −0.3305 and its determinant −1.2736 + 0.0329 = −1.2407, so

λ = −0.1652 ± √(0.0273 + 1.2407) = −1.291 and 0.961.

The first belongs mainly to the current, the second to the slow output capacitor. Newton's method finds the orbit despite its instability, because it solves an equation instead of following the dynamics.

**One waveform, two stabilities**

Now set m_c = 0.4 A/µs and raise the reference to 12 + 0.4×5.6049 = 14.242 A. At the old turn-off time the threshold on i is again 12 A. The sum i + m_c t rises throughout the on-time, so it is not reached earlier, and the periodic waveform is unchanged. The multipliers become −0.450 and 0.957. Flows and field jumps along the orbit are the same as before; what differs is h_t in one denominator.

To see the mechanism, hold u fixed and neglect resistance. An initial δi survives to turn-off and shifts it by

δt = −δi/(m₁ + m_c).

The turn-off current changes by −m_cδt. If the diode conducts until the clock and the node's charging time is negligible, the falling waveform is the old one delayed by δt and raised by −m_cδt. At the clock,

δi(T) = −[i'(T⁻) + m_c]δt,
λ = [i'(T⁻) + m_c]/(m₁ + m_c).

With i'(T⁻) = −m₂ this is (−0.898 + 0.4)/1.1 = −0.453, close to the full −0.450. In this limit, with m₂ > m_c, stability requires m₂ − m_c < m₁ + m_c, or m_c > (m₂ − m₁)/2 = 0.10 A/µs.

Without compensation more can be said. Turn-off then always occurs at the state (I_ref, 0, u), so at fixed u the entire later waveform is merely shifted in time, whatever the node does. With i'(T⁻) = (V_in − v(T⁻))/L and m₁ = V_in/L,

λ = 1 − v(T⁻)/V_in.

In this limit the drain voltage just before turn-on decides the fast stability: it must lie between 0 and 2V_in. With the diode conducting this means u + V_f < 2V_in, violated here by 799 V against 700 V. With compensation and a ringing drain the law does not carry over, since a changed peak current also changes how long the diode conducts.

The law was tested with C_o a hundred times larger, to hold u still, and an allowed difference of 0.01. At heavy load the multiplier is −1.276 against −1.271. Resistance explains the gap: it lowers the slope at turn-off from 0.700 to 0.697 A/µs, makes the final slope 0.0008 A/µs steeper and damps δi by 0.15% during the on-time. Together these turn −1.271 into −1.276. The compensated case gives −0.447 against −0.445.

The slow multiplier sets the price of waiting. From the same start, plain stepping of the compensated converter needs 263 periods to come within 1 mA and 1 mV. Near the orbit the error shrinks by a factor of 0.9575 per period. Applied to the whole initial error of 97.4 V, this factor gives ln(97,400)/0.0435 ≈ 264. That is an estimate, since far from the orbit the map is not linear and the factor differs somewhat. Newton's method used four periods, each with the tangent equations added.

**Light load: the capacitance shapes the orbit**

At heavy load the node charges in a thousandth of the period. With R = 850 Ω, I_ref = 2.75 A and m_c = 0, its role grows. The transistor turns off at 3.895 µs and the diode stops at 9.152 µs. For the remaining 0.848 µs the inductor rings with the drain capacitance. The orbit at the clock is 0.025 A and 612.5 V.

While the node floats, (Li²/2)' = i(V_in − v) − ri², E' = vi and (V_in q)' = V_in i. Hence

H = Li²/2 + E(v) − V_in q, H' = −ri².

Without loss H is constant, and the valley is where i = 0 next. The ringing starts at 614.2 V with almost no current, so the valley v_min satisfies

∫ C(v)(v − V_in) dv = 0, from v_min to 614.2 V.

For constant C the swing is symmetric about V_in and the valley lies at 700 − 614.2 = 85.8 V. The real C is larger below V_in than above, so a shorter downward swing balances the integral. The nonlinear valley is 127.1 V, and the full orbit reaches the same value to 0.1 V.

The clock arrives just after the valley, at 131.1 V. The law gives λ = 1 − 131.06/350 = 0.626, while the full multipliers are 0.629 and 0.987. With the hundredfold C_o, law and computation both give 0.6285. This orbit is stable without compensation.

Now replace C(v) by a constant 159.7 pF, which holds the same charge at 614.2 V, keeping load, peak current and clock fixed. The ringing is slower: its downward swing takes π√(LC) = 0.89 µs, more than the 0.848 µs available before, so the clock arrives while the current is still negative. The next turn-off then comes later, which shortens the ringing further. On the resulting orbit the clock finds the current at −0.111 A and the drain still falling, at 173.7 V. The energy lost there is 2.41 µJ instead of 1.89 µJ, and the fast multiplier is 0.506 instead of 0.629. Equal charge does not give equal dynamics.

The ringing can reach zero volts if E ≥ V_in q at its start, that is, if E/q ≥ V_in. For constant C this means a start at 700 V. For the nonlinear C even 800 V gives 36.55/0.1166 = 313 V, below 350 V. If the drain did reach zero, the transistor's bipolar body diode would conduct. That calls for a further mode and, if its stored charge matters, a further state. Here the drain stays positive while floating.

A special case arises if the ringing lasts long enough to return near u + V_f. The diode may then just touch conduction, and n·f₋ tends to zero. Here S itself stays finite: just after contact i_D = i − Cg = [C_oC/(C_o + C)] n·f₋, so the field jump (0, −i_D, i_D/C_o) vanishes in proportion to the denominator. But an orbit that makes contact has its perturbations projected by S, while one that just misses does not. On the two sides of such a grazing orbit M can therefore differ. The difference is small when the ringing began at diode turn-off with little loss: its starting state then depends on u alone, and the returning peak follows u almost one to one, which leaves S little to remove.

**Energy as a check on the orbit**

Multiplying the inductor equation by i gives V_in i = Lii' + ri² + vi, with vi = R_on i² when the transistor is on. While the node floats, vi = E'. While the diode conducts, vi = E' + (u + V_f)i_D, and ui_D = C_o uu' + u²/R. Over a period the inductor and output energies return to their start, while the node energy rises from zero and is lost at turn-on. At heavy load, in µJ,

load 34,977.2 + winding 51.1 + channel 45.8 + diode drop 66.1 + node 36.5 = 35,176.8 (rounded),

equal to the input; the unrounded balance closes to about 10⁻⁷ µJ. The node term alone is 3.65 W.

The instantaneous reset at turn-on was tested against a model without resets, in which the node discharges through 0.08 Ω and the diode has 0.01 Ω in series. Started on the light-load orbit, it returns after one period within 0.2 mA and 0.3 mV.

**Beside a real converter**

The parameters are round values in the rough range of a 1200 V silicon carbide transistor of some 80 mΩ with a Schottky diode. The modelled losses total 20 W, but the omissions are as large. Current and voltage overlapping for 20 ns at both edges would add ½×799 V×(8.09 + 12.00) A×0.02/10 = 16 W. A diode capacitance equal to the transistor's would dissipate about vq − E per turn-on, with v the drain voltage just before it, or 5.7 W, and a diode resistance of 0.05 Ω would add 2.2 W. The model therefore should not be used for efficiency.

The orbit reacts only weakly to the channel resistance: on the uncompensated heavy-load orbit, a hot channel with 1.6 times the resistance lowers the clocked output by 0.23 V. Without compensation, a 50 ns turn-off delay would raise the peak current by about 0.05 µs × V_in/L = 0.035 A. With compensation the rise is larger, because at nearly the same on-time the comparator trips earlier, where the threshold I_ref − m_c t is higher. The output below contains no orbit with this delay. A stray 20 nH, ringing without loss against 95.8 pF, would add 12 A×√(L_s/C) = 173 V when the diode turns on, at about 791 V. Even added to the 799 V reached at the end of the period, this is 81% of the rating. Avalanche is not modelled, so this margin is an estimate. The numerical output follows.

Values computed for the example and the checks

```
Input 350 V, L 500 uH, Co 3.0 uF, period 10 us
Winding 0.05 ohm, channel 0.08 ohm, diode drop 1.5 V
Ci 40 pF, Cj 1000 pF, Vb 2.5 V
C at 0 V 1040 pF, at 800 V 95.8 pF
Charge at 800 V 116.6 nC, energy 36.55 uJ
HEAVY LOAD: R 180 ohm, peak current 12.00 A
Newton start: i 8.0 A, u 700 V
Newton largest misses (A or V): 2.0e+00 4.0e-02 3.4e-05 2.0e-11
Orbit at clock: i 8.09121 A, u 797.3799 V
Mean output 793.463 V; turn-off at 5.60490 us
Node charging time 9.64 ns
Drain voltage before turn-on 798.880 V
M: di/di -1.30579, di/du -0.008624 A/V
M: du/di 3.81229 V/A, du/du 0.97532
Multipliers without compensation: -1.29128 0.96081
Largest modulus with frozen event times: 0.98946
Largest late departure, unstable orbit: 4.14 A
Compensation 0.40 A/us, reference 14.2420 A
Compensated Newton misses (A or V): 2.1e+00 2.4e-02 1.2e-05 2.8e-12
Multipliers with compensation: -0.45038 0.95746
Newton periods 4; time-stepping periods to 1 mA, 1 mV: 263
Energy in 35176.768 uJ, load 34977.216 uJ
Winding 51.144, channel 45.824, diode drop 66.122 uJ
Node energy lost 36.462 uJ; balance error 1.2e-07 uJ
Node turn-on loss 3.646 W
LIGHT LOAD: R 850 ohm, peak current 2.75 A
Newton start: i 0 A, u 600 V; misses (A or V): 1.7e-01 1.7e-02 1.3e-04 3.9e-08
Orbit at clock: i 0.02481 A, u 612.5084 V
Turn-off 3.8951 us, diode stops 9.1518 us
Ringing time before clock 0.8482 us
Drain: at diode stop 614.21 V, before turn-on 131.06 V
Lowest drain voltage reached 127.14 V
Lossless valley 127.13 V; constant-C valley 85.79 V
Ringing invariant drift 3.0e-04 uJ
Multipliers: 0.62863 0.98690; node loss 1.887 uJ
Equal-charge constant C 159.72 pF
Constant C: i -0.11072 A, u 611.915 V at clock
Constant C: turn-on at 173.68 V, node loss 2.409 uJ
Constant C multipliers: 0.50607 0.98692
CHECKS: largest M error against differences 2.5e-06 (A, V units)
100 x Co, heavy: multiplier -1.27626, law -1.27123
100 x Co, compensated: multiplier -0.44713, law -0.44538
100 x Co, light: multiplier 0.62853, law 0.62850
Finite-resistance model, light: shifts 2.0e-04 A, 2.7e-04 V
NEGLECTED, heavy: diode capacitance equal to Coss 5.66 W
Overlap 20 ns at both edges: 16.05 W
Delay 50 ns: peak current +0.0350 A
Ron x 1.6: output at clock shifts -0.230 V
Diode resistance 0.05 ohm: 2.24 W
Peak drain 798.9 V; stray 20 nH adds 173 V
Peak with overshoot / 1200 V rating: 0.810
```
